# One-loop exponents of the conserved growth equation with conserved noise, part 2

A growing surface has height $h(\mathbf x,t)$, measured from its mean, over a $d$-dimensional substrate. It obeys

$$\frac{\partial h}{\partial t}=-\nabla^2\left[\nu\nabla^2h+\frac{\lambda}{2}(\nabla h)^2\right]+\eta, \tag{1}$$

$$\langle\eta(\mathbf x,t)\eta(\mathbf x',t')\rangle=-2D\,\nabla^2\delta(\mathbf x-\mathbf x')\,\delta(t-t'). \tag{2}$$

The spectrum $S(k)=\langle|h_{\mathbf k}|^2\rangle\propto k^{-(d+2\alpha)}$ and the relaxation rate $\propto k^z$ define the exponents. The linear theory has $S=D/(\nu k^2)$, $z=4$ and $\alpha=(2-d)/2$. Power counting uses $\mathbf x=b\mathbf x'$, $t=b^zt'$, $h=b^\alpha h'$.

Let $N_{\mathbf k}$ be the Fourier component of the $\lambda$ term, and $\mathbf q_1+\mathbf q_2=\mathbf k$. When a weak constant force acts on mode $\mathbf k$, the steady pair averages obey

$$\nu(q_1^4+q_2^4)\langle h_{\mathbf q_1}h_{\mathbf q_2}\rangle=\langle N_{\mathbf q_1}h_{\mathbf q_2}\rangle+\langle h_{\mathbf q_1}N_{\mathbf q_2}\rangle. \tag{6}$$

With $\int_{\mathbf q}\equiv\int d^dq/(2\pi)^d$, the one-loop correction to $\nu$ is

$$\delta\nu\,k^4=\frac{\lambda^2Dk^2}{2\nu^2}\int_{\mathbf q}\frac{\mathbf q_1\cdot\mathbf q_2}{q_1^4+q_2^4}\left[\frac{q_2^2}{q_1^2}\,\mathbf k\cdot\mathbf q_1+\frac{q_1^2}{q_2^2}\,\mathbf k\cdot\mathbf q_2\right]. \tag{7}$$

Its long-wave form was summed shell by shell from the cutoff $\Lambda$ down to $k$. The coupling is

$$g=\frac{K_d\lambda^2D\Lambda^{d-2}}{\nu^3},\qquad c_d=\frac{4-d}{4d}, \tag{9}$$

with $K_1=1/\pi$. From values $\nu_0$, $g_0$ at the cutoff, and with $x=-d\ln\nu/d\ln k=c_dg(k)$,

$$\nu(k)=\nu_0\left\{1+\frac{3c_dg_0}{2-d}\left[\left(\frac{\Lambda}{k}\right)^{2-d}-1\right]\right\}^{1/3}, \tag{15}$$

$$z_{\rm loc}=4-x,\qquad \alpha_{\rm loc}=\frac{2-d-x}{2}. \tag{16}$$

The coupling tends to a fixed point $g^*$, equal to $4/9$ in $d=1$, where

$$\boxed{\alpha=\frac{2-d}{3},\qquad z=\frac{10+d}{3}\qquad(d<2,\ \text{one loop}).} \tag{14}$$

The noise correction is positive but vanishes as $k^2$ relative to $2Dk^2$, so $D$ is unchanged. To one loop $\lambda$ is unchanged too. Short waves $h'$ on a uniform tilt $\mathbf m$ obey

$$\dot h'_{\mathbf q}=-\left[\nu q^4-i\lambda q^2(\mathbf m\cdot\mathbf q)\right]h'_{\mathbf q}+\eta_{\mathbf q}, \tag{10}$$

and their variance depends only on the real part of the rate.

### A test without momentum shells

The same exponents can be reached in $d=1$ without dividing the modes into shells. Keep the one-loop correction (7), integrate over all internal wavenumbers, and let each internal mode relax and fluctuate with its own $\nu(q)$. Write $\nu_i=\nu(|q_i|)$. In one dimension $(q_1q_2)\,q_2^2(kq_1)/q_1^2=kq_2^3$, and likewise with the labels exchanged. Equation (7) becomes

$$\nu(k)=\nu_0+\frac{\lambda^2D}{2k}\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,\frac{q_2^3/\nu_1+q_1^3/\nu_2}{\nu_1q_1^4+\nu_2q_2^4},\qquad q_{1,2}=\frac k2\pm q. \tag{17}$$

Try $\nu\propto k^{-x}$ at small $k$ and set $q=kp$. The powers of $k$ from $q^3$, $q^4$ and $dq$ cancel. The two factors $1/\nu$ supply $k^{2x}$, and the prefactor supplies $k^{-1}$. Matching requires $-x=2x-1$, or $x=1/3$.

The matching is meaningful only if the integral converges. At large $p$ the leading cubes in the numerator nearly cancel and leave a term of order $p^{2+x}$, while the denominator grows as $p^{4-x}$. The integrand falls as $p^{-2+2x}=p^{-4/3}$, which is integrable.

Power counting does not show that a solution starting from constant $\nu_0$ at large $k$ actually reaches this law. Equation (17) was therefore solved numerically by iteration, with wavenumbers measured in units of $\lambda^2D/\nu_0^3$. Between $k=10^{-9}$ and $10^{-8}$ the solution gives $z=3.6667$ and $\alpha=0.3333$. This route shares with the first the neglect of vertex corrections, and it also omits the finite-$k$ noise correction. It tests the treatment of scales, not the higher loops.

### A silicon stripe: smoothing and noise

Consider a narrow stripe of silicon (001) that grows slowly at $T=1200$ K. If the height is uniform across the width $w$, the stripe is a surface with $d=1$. The inputs are rough or chosen round values:

- growth rate $V=0.01$ nm/s,
- terrace length $\ell=10$ nm,
- width $w=10$ nm,
- surface energy $\gamma=1.4$ J/m$^2$, or 8.74 eV/nm$^2$,
- adatom coverage times diffusivity $P=300$ nm$^2$/s.

The lattice constant 0.543 nm gives an atomic volume $\Omega=0.0200$ nm$^3$, a step height $s=0.136$ nm and a site area $A=\Omega/s=0.147$ nm$^2$. The thermal energy is $k_BT=0.103$ eV.

Let $n$ be the number of thermal adatoms per area and $D_s$ their diffusivity, so that $nD_s=P/A$. For small slopes the chemical potential is $\mu=-\Omega\gamma\nabla^2h$, taking an isotropic surface energy. The drift current is $\mathbf J=-(nD_s/k_BT)\nabla\mu$, and the height changes as $\partial h/\partial t=-\Omega\nabla\cdot\mathbf J$. The two relations give $-\nu_0\nabla^4h$ with

$$\nu_0=\frac{\Omega^2P\gamma}{A\,k_BT}=68.9\ \text{nm}^4/\text{s}.$$

Independent walkers have a random current of strength $2nD_s$ per component. Multiplied by $\Omega^2$, and divided by $w$ when averaged over the width, it gives

$$D=\frac{\Omega^2P}{Aw}=\frac{(0.0200)^2\times300}{0.147\times10}\approx0.082\ \text{nm}^5/\text{s}.$$

### Estimate of the nonlinearity

Deposited atoms arrive at the rate $F=V/\Omega$ per area and diffuse to the edges of a terrace of length $l_t$. With absorbing edges, $D_sn''=-F$ gives $n=Fx(l_t-x)/(2D_s)$, whose mean is $Fl_t^2/(12D_s)$. On steeper parts the terraces are shorter, so fewer deposited adatoms are present and there is a net current toward steep regions. A simple interpolation for slope $m$ is

$$\frac1{l_t^2}=\frac1{\ell^2}+\frac{m^2}{s^2},\qquad l_t^2\approx\ell^2-\frac{\ell^4m^2}{s^2}.$$

The current $-D_s\nabla\bar n$ of the mean density $\bar n$ changes the height at the rate

$$\Omega D_s\nabla^2\bar n=\frac V{12}\nabla^2l_t^2=-\nabla^2\left[\frac{V\ell^4}{12s^2}(\nabla h)^2\right].$$

Comparison with (1) gives

$$\lambda=\frac{V\ell^4}{6s^2}=\frac{0.01\times10^4}{6\times(0.1358)^2}\approx900\ \text{nm}^3/\text{s}. \tag{18}$$

A continuum description cannot resolve less than a terrace, so $\Lambda=1/\ell=0.1$ nm$^{-1}$. The initial coupling is

$$g_0=\frac{\lambda^2D}{\pi\nu_0^3\Lambda}=\frac{(904)^2\times0.0815}{\pi\times(68.9)^3\times0.1}\approx0.65,$$

while $g^*=0.44$. With this estimate of $\lambda$ the nonlinear regime begins close to the cutoff, with no long linear range before it.

### Where deposition noise takes over

Atoms also arrive at random. This adds noise of strength $\Omega V/w$ that does not vanish as $k\to0$, so at long wavelengths it must exceed the conserved noise $2Dk^2$. The two are equal at

$$k_x=\sqrt{\frac{\Omega V}{2Dw}}=\sqrt{\frac{0.0200\times0.01}{2\times0.815}}\approx0.011\ \text{nm}^{-1},$$

a wavelength of about 570 nm. The width cancels, since $Dw$ does not depend on it. The conserved noise is the larger of the two from $k=0.1$ down to 0.011 nm$^{-1}$, slightly less than a decade. This range is called the window below. Deposition noise is not negligible throughout it: it multiplies the spectrum by $1+(k_x/k)^2$, which at given $\nu(k)$ raises the local roughness exponent by $k_x^2/(k^2+k_x^2)$. The increase is 0.1 at $k=3k_x$ and 0.5 at $k_x$. The estimates that follow keep the conserved noise alone.

At the end of the window $\Lambda/k_x=9.02$, and (15) gives

$$\frac{\nu(k_x)}{\nu_0}=\left[1+\frac94\times0.65\times8.02\right]^{1/3}\approx2.3 .$$

The coupling there is 0.46. From (16), with $c_1=3/4$, the local exponents for conserved noise alone are $z_{\rm loc}\approx3.65$ and $\alpha_{\rm loc}\approx0.33$, while the linear theory has 4 and 0.5. The roughness exponent seen in the full spectrum at $k_x$ would be clearly larger, because deposition noise contributes as much there as the conserved noise.

The one-loop estimate of the rms height that the conserved noise produces in this band of wavenumbers is

$$W=\left[\int_{k_x}^{\Lambda}\frac{dk}{\pi}\,\frac{D}{\nu(k)k^2}\right]^{1/2}\approx0.13\ \text{nm}.$$

With constant $\nu_0$ it would be 0.17 nm. The value with $\nu(k)$ is approximate for two reasons. It leaves out the positive noise correction found in the first half, which is negligible only when $k$ is much smaller than the internal wavenumbers. It also uses the long-wave form of the smoothing correction, and only from internal wavenumbers above $k$.

The relaxation time at $k_x$ is $1/[\nu(k_x)k_x^4]\approx4.1\times10^5$ s, or 4.8 days. In that time the film grows by about 4 µm.

Beyond this window the exponents (14) no longer apply. Non-conserved noise of strength $D_0$ scales by power counting with $z-2\alpha-d$. The tilt argument still leaves $\lambda$ unchanged to one loop, because the variance again depends only on the real part of the rate. If a stable fixed point exists there too, which is not shown here, then $z=4-\alpha$ and $z=2\alpha+d$ give $\alpha=(4-d)/3$. In one dimension this would be 1 in place of $1/3$.

### Step-edge barriers

Suppose that an atom must cross an additional barrier $E$ to descend a step. Let the ascending edge at $x=0$ absorb freely, and let the descending edge at $x=l_t$ satisfy $-n'=n/\delta$. With $n=(F/D_s)(Cx-x^2/2)$, the second condition gives

$$C=\frac{l_t^2/2+\delta l_t}{l_t+\delta},\qquad n(l_t)=\frac F{D_s}\,\frac{\delta l_t^2}{2(l_t+\delta)} .$$

The mean current is $D_sn(l_t)/l_t=F\delta l_t/[2(l_t+\delta)]$, directed toward the ascending step.

On a nearly flat surface up and down steps almost balance. Taking the excess fraction of one kind as $m\ell/s$, the uphill current adds $-\kappa\nabla^2h$ to the growth equation, with

$$\kappa=\frac{V\ell^2\delta}{2s(\ell+\delta)} .$$

This term makes modes grow at the rate $\kappa k^2$. It stays below the smoothing rate $\nu k^4$ down to $k_x$ if $\kappa<\nu(k_x)k_x^2$, that is if $\delta$ is below about 0.054 nm.

To translate $\delta$ into a barrier, let $a_s=\sqrt A$ be the hopping distance. The edge current is $(D_s/a_s)e^{-E/k_BT}$ times the density on the last site. Extrapolating the density by one more distance $a_s$ to the edge gives $\delta=a_s(e^{E/k_BT}-1)$. The limit is then

$$E\approx0.103\ \text{eV}\times\ln\left(1+\frac{0.054}{0.384}\right)\approx14\ \text{meV}.$$

This is a small fraction of $k_BT$. With a larger barrier, and the other inputs held fixed, the uphill current takes over inside the window and (1) fails there.

### Other neglected effects and the real case

Several omissions are minor for these inputs. A rough vapour pressure of $10^{-9}$ Torr gives an evaporation rate of 0.4% of the growth rate. Deposited adatoms are about 0.2% of the thermal ones, which supports the use of thermal noise. The first mode that varies across the stripe, $k=\pi/w$, lies above the cutoff and so is not among the modes kept.

Other limitations are serious. The rms height from the conserved noise is only about one atomic step, so a continuous height is a doubtful description.

The value of $\lambda$ is uncertain for two reasons. First, the next term in the expansion of $l_t^2$ is $(\ell m/s)^2$ times the one kept, about 0.14 at the rms slope. This looks small, but if $m$ is a long-wave slope $M$ plus short-wave slopes of variance $\sigma^2$, the average of $m^4$ contains $6M^2\sigma^2$. The coefficient of $M^2$ is then lowered by the fraction $6(\ell\sigma/s)^2\approx0.8$, too much for the expansion to be trusted. Averaging the full interpolation over Gaussian slopes roughly halves $\lambda$ and brings $g_0$ down to about 0.2. Second, (18) treats neighbouring terraces as equal. If their lengths vary, $l_t^2$ in the mean density is replaced by $\langle l^3\rangle/\langle l\rangle$. For randomly placed steps this is six times the square of the mean length, which would raise $\lambda$ by a factor 6 and $g_0$ by 36. The coupling depends steeply on terrace length: by (18) and $\Lambda=1/\ell$, $g_0\propto\ell^9$ with the other inputs fixed. A terrace 20% shorter gives $g_0=0.09$, and one 20% longer gives 3.4. The coupling also varies as $P^{-2}$, since $D$ and $\nu_0$ are both proportional to $P$. The value of $P$ used here is chosen, not measured, and clean silicon at this temperature may have a much larger one. A tenfold increase already gives $g_0=0.0065$. It also lowers $k_x$, but even there the local exponents are $z_{\rm loc}\approx3.9$ and $\alpha_{\rm loc}\approx0.45$, not far from the linear theory.

Compared with real silicon growth, the stripe is very narrow and the growth slow. Terraces of 10 nm are short for a nominally flat surface at this temperature, although a miscut can produce them. A miscut also gives the surface a mean tilt, which the estimates above leave out. This omission matters. If the tilt is along the stripe and all steps descend the same way, then $l_t=s/|m|$, and expanding $l_t^2$ about the mean slope $s/\ell$ gives $\lambda=-V\ell^4/(2s^2)$. This is three times the value (18), with the opposite sign, and taken alone it would make $g_0$ nine times larger. The same expansion also has a term linear in the deviation of the slope. It adds to the growth equation a term $\partial_x^3h$ with a coefficient of magnitude $c=V\ell^3/(6s)\approx12$ nm$^3$/s. Its rate $ck^3$ is 1.8 times $\nu_0k^4$ at the cutoff and 16 times at $k_x$. It gives the pair rate in (6) an imaginary part $c(q_1^3+q_2^3-k^3)$, which no change of frame removes and which reduces the correction to $\nu$ from internal wavenumbers near $k$. A miscut surface is therefore not described by (1) with a larger $g_0$. The estimates also use an isotropic surface energy, although a surface made of terraces and steps can have a different stiffness, and a single diffusivity, although on Si(001) the fast diffusion direction turns by 90° at each single-height step. Both affect $\nu_0$, and through it $g_0$. Longer terraces lower the cutoff, and the window closes when $\ell$ reaches $1/k_x\approx90$ nm. A stripe 10 nm wide would hardly keep its shape while 4 µm of material is added, which is the thickness needed to relax the longest mode considered. The example therefore shows how to look for the scaling regime within a model. It does not predict exponents for a measured film.

### When the result can be used

Power counting at the fixed point (14), where $z+\alpha=4$ and $z-2\alpha-d=2$, shows how sensitive it is to the excluded terms:

- A term $\nabla^2h$ grows with exponent $z-2=(4+d)/3$.
- A term $\nabla\cdot[(\nabla h)^2\nabla h]$ grows with exponent $z+2\alpha-4=\alpha$ before loop corrections, and averaging over short waves turns part of it into a term $\nabla^2h$.
- Deposition noise grows with exponent 2.
- A mean tilt produces a third-derivative term, as in (10), which grows with exponent $z-3=(1+d)/3$.

Each of these, if present at all, ends the regime at a sufficiently long wavelength. The term $\nabla\cdot(\nabla^2h\,\nabla h)$ has the same power-counting exponent as the $\lambda$ term. For $1<d<2$ the result thus also requires its coefficient to be zero.

The two exponents do not rest on equally firm ground. The relation $z=2+d+2\alpha$ follows from the unrenormalised conserved noise and does not rely on the one-loop cancellation for $\lambda$. The relation $\alpha+z=4$ does rely on it. A higher-order correction to $\lambda$ would move both exponents while leaving the first relation in place.

## Numbers as computed

```
Shell coefficient of nu, d=1 = 0.7499
Shell coefficient of nu, d=2 = 0.25
Power of k in relative noise correction = 1.994
Triangle diagrams, response type = -0.25
Triangle diagram, correlation type = 0.25
Flow d=1: alpha = 0.3333, z = 3.6667
Flow d=1.5: alpha = 0.1667, z = 3.8333
Flow d=2.5: alpha = -0.2500, z = 4.0000
Self-consistent z, d=1 = 3.6667
Self-consistent alpha, d=1 = 0.3333
Temperature = 1200 K
Lattice constant = 0.543 nm
Transport product P = 300 nm^2/s
Surface energy = 1.4 J/m^2
Surface energy, converted = 8.738 eV/nm^2
Growth rate V = 0.01 nm/s
Terrace length = 10 nm
Stripe width = 10 nm
Thermal energy = 0.1034 eV
Atomic volume = 0.02001 nm^3
Step height = 0.1358 nm
Site area = 0.1474 nm^2
Conserved noise D = 0.0815 nm^5/s
Smoothing coefficient nu0 = 68.87 nm^4/s
Nonlinearity lambda = 904.4 nm^3/s
Initial coupling g0 = 0.6496
Fixed-point coupling g* = 0.4444
Cutoff wavenumber = 0.1 1/nm
Deposition-noise wavenumber kx = 0.01108 1/nm
Wavelength at kx = 567.1 nm
nu(kx)/nu0 = 2.335
Coupling at kx = 0.4606
Local z at kx = 3.655
Local alpha at kx = 0.3273
Rms roughness down to kx = 0.1312 nm
Same, linear theory = 0.1739 nm
Relaxation time at kx = 4.126e+05 s
Relaxation time at kx, converted = 4.775 days
Thickness grown in that time = 4.126 um
Deposition/conserved noise at cutoff = 0.01228
Largest harmless barrier length = 0.05389 nm
Largest harmless step-edge barrier = 13.58 meV
Vapour pressure (rough) = 1e-09 Torr
Evaporation rate / growth rate = 0.003829
Deposited / thermal adatom density = 0.002046
Transverse/cutoff decay rate = 97.41
(rms slope x terrace/step)^2 = 0.1375
Rms roughness / step height = 0.9664
g0 with terrace 20% shorter = 0.08719
g0 with terrace 20% longer = 3.352
```
